**Radial intracule of the screened hydrogenic product for helium**

The program tests P(u) = (ζ³u²/6)(3 + 6ζu + 4ζ²u²)e^(−2ζu), the probability density of the interelectronic distance u for a product of two 1s orbitals with exponent ζ, in Hartree atomic units. It asserts that this formula agrees with a direct three-dimensional convolution of the one-electron densities for three exponents and five distances. Symbolic integration confirms the closed form, the unit norm, the mean repulsion 5ζ/8 and the first two moments. The repulsion is also compared with shell electrostatics, and the geometry, the short-distance probability and the mean repulsion with random sampling. Further assertions cover the variational exponent, the peak position and the behaviour near u = 0. For helium the output gives ζ = 1.6875 bohr⁻¹, a mean repulsion of 1.0547 hartree (28.70 eV), a peak at 0.989 bohr and a mean distance of 1.296 bohr. The probability of finding the electrons within 1 bohr of each other is 0.371 in this model, which contains no Coulomb correlation.

## Verification by program

```python
# Result under test: for the helium product Psi = (zeta^3/pi) exp(-zeta (r1+r2)),
# the probability density of the interelectronic distance u is
#   P(u) = (zeta^3 u^2 / 6) (3 + 6 zeta u + 4 zeta^2 u^2) exp(-2 zeta u),
# with unit norm and mean repulsion <1/u> = 5 zeta / 8 (Hartree atomic units).
# I(u) = P(u) / (4 pi u^2) is the density of the separation vector.
# zeta: screened orbital exponent; Z: nuclear charge; r1, r2: electron radii.
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

NODES, WEIGHTS = np.polynomial.legendre.leggauss(80)


def gauss_rule(lower, upper):
    half = 0.5 * (upper - lower)
    return lower + half * (NODES + 1.0), half * WEIGHTS


def intracule_closed(u, zeta):
    x = zeta * u
    return zeta**3 * u**2 / 6 * (3 + 6*x + 4*x**2) * np.exp(-2*x)


def density(r, zeta):
    return zeta**3 / np.pi * np.exp(-2 * zeta * r)


def separation_density_direct(u, zeta):
    """Convolution of two one-electron densities by 3D quadrature."""
    w, weight_w = gauss_rule(0.0, 1.0)   # cos(theta) = -1 + 2 w^2
    total = 0.0
    for lower, upper in ((0.0, u), (u, u + 14.0)):
        r, weight_r = gauss_rule(lower, upper)
        other = np.sqrt((r[:, None] - u)**2 + 4*u*r[:, None]*w**2)
        angular = density(other, zeta) @ (4 * w * weight_w)
        total += 2*np.pi*np.sum(weight_r * r**2 * density(r, zeta) * angular)
    return total


def intracule_direct(u, zeta):
    return 4 * np.pi * u**2 * separation_density_direct(u, zeta)


def repulsion_shells(zeta):
    """Electrostatic energy of two spherical clouds, shell by shell."""
    r, weight = gauss_rule(0.0, 20.0)
    outer = 4 * np.pi * r**2 * density(r, zeta)
    enclosed = np.empty_like(r)
    for i, radius in enumerate(r):
        q, weight_q = gauss_rule(0.0, radius)
        enclosed[i] = np.sum(weight_q * 4*np.pi*q**2 * density(q, zeta))
    return 2 * np.sum(weight * outer * enclosed / r)


def energy_parts(zeta, charge):
    """Kinetic, nuclear and repulsion energies from their integrals."""
    r, weight = gauss_rule(0.0, 20.0)
    orbital_slope = -zeta * np.sqrt(zeta**3 / np.pi) * np.exp(-zeta * r)
    kinetic = 2 * np.sum(weight * 4*np.pi*r**2 * 0.5 * orbital_slope**2)
    nuclear = -2 * charge * np.sum(weight * 4*np.pi*r * density(r, zeta))
    return kinetic, nuclear, repulsion_shells(zeta)


# Closed form against direct convolution, for several exponents
for test_zeta in (1.0, 1.6875, 2.5):
    for test_u in (0.1, 0.5, 1.0, 2.0, 4.0):
        direct = intracule_direct(test_u, test_zeta)
        closed = intracule_closed(test_u, test_zeta)
        assert abs(direct / closed - 1) < 1e-6
    assert abs(repulsion_shells(test_zeta) - 5*test_zeta/8) < 1e-8

# Symbolic integration over s = r1 + r2 and t = r1 - r2, and moments
u_s, z_s, s_s = sp.symbols("u zeta s", positive=True)
t_s = sp.symbols("t", real=True)
inner = sp.integrate(s_s**2 - t_s**2, (t_s, -u_s, u_s))
P_from_st = z_s**6 * u_s * sp.integrate(
    sp.expand(inner) * sp.exp(-2*z_s*s_s), (s_s, u_s, sp.oo))
P_sym = (z_s**3 * u_s**2 / 6 * (3 + 6*z_s*u_s + 4*z_s**2*u_s**2)
         * sp.exp(-2*z_s*u_s))
assert sp.simplify(P_from_st - P_sym) == 0


def symbolic_moment(power):
    integrand = sp.expand(P_sym * u_s**power)
    return sp.simplify(sp.integrate(integrand, (u_s, 0, sp.oo)))


norm_sym = symbolic_moment(0)
assert norm_sym == 1
assert sp.simplify(symbolic_moment(-1) - 5*z_s/8) == 0
assert sp.simplify(symbolic_moment(1) - sp.Rational(35, 16)/z_s) == 0
assert sp.simplify(symbolic_moment(2) - 6/z_s**2) == 0

# Variational exponent of helium from numerical energy integrals
Z = 2
search = minimize_scalar(lambda z: sum(energy_parts(z, Z)),
                         bounds=(1.0, 2.5), method="bounded",
                         options={"xatol": 1e-9})
zeta = Z - 5 / 16
assert abs(search.x - zeta) < 1e-5
kinetic, nuclear, repulsion = energy_parts(zeta, Z)
energy = zeta**2 - 2*Z*zeta + 5*zeta/8
assert abs(kinetic - zeta**2) < 1e-8
assert abs(nuclear + 2*Z*zeta) < 1e-8
assert abs(energy - (kinetic + nuclear + repulsion)) < 1e-8

# Numerical moments for helium; <u^2> against twice the one-electron <r^2>
norm = quad(intracule_closed, 0, 30, args=(zeta,))[0]
mean_inverse = quad(lambda u: intracule_closed(u, zeta)/u, 0, 30)[0]
mean_u = quad(lambda u: u*intracule_closed(u, zeta), 0, 30)[0]
mean_u2 = quad(lambda u: u*u*intracule_closed(u, zeta), 0, 30)[0]
mean_r2 = quad(lambda r: 4*np.pi*r**4*density(r, zeta), 0, 30)[0]
assert abs(norm - 1) < 1e-8
assert abs(mean_inverse - repulsion) < 1e-7
assert abs(mean_u2 - 2*mean_r2) < 1e-7

# Peak: cubic equation against the maximum of the direct convolution
roots = np.roots([4, -2, -6, -3])
positive = [z.real for z in roots if abs(z.imag) < 1e-10 and z.real > 0]
assert len(positive) == 1
x_peak = positive[0]
u_peak = x_peak / zeta
peak_search = minimize_scalar(lambda u: -intracule_direct(u, zeta),
                              bounds=(0.3, 3.0), method="bounded",
                              options={"xatol": 1e-7})
assert abs(peak_search.x - u_peak) < 1e-4

# Behaviour near u = 0: finite value, no linear term, curvature 2/3
I_zero = quad(lambda r: 4*np.pi*r**2*density(r, zeta)**2, 0, 20)[0]
assert abs(I_zero - zeta**3/(8*np.pi)) < 1e-8
u_small = 0.05
ratio_small = separation_density_direct(u_small, zeta) / I_zero
curvature = (1 - ratio_small) / (zeta*u_small)**2
# The next series term changes the coefficient by about 0.005 here
assert abs(curvature - 2/3) < 0.01

# Random sampling of independent electrons
rng = np.random.default_rng(12345)
samples = 400000


def random_directions():
    v = rng.normal(size=(samples, 3))
    return v / np.linalg.norm(v, axis=1)[:, None]


dir1, dir2 = random_directions(), random_directions()
# Geometry at fixed radii: integral of u/(2 r1 r2) from |r1-r2| to u_cut
fixed1, fixed2, u_cut = 1.0, 0.7, 1.1
fixed_distance = np.linalg.norm(fixed1*dir1 - fixed2*dir2, axis=1)
fixed_fraction = np.mean(fixed_distance < u_cut)
fixed_expected = quad(lambda u: u/(2*fixed1*fixed2),
                      abs(fixed1-fixed2), u_cut)[0]
# Five standard errors of a sampled fraction are at most 0.004
assert abs(fixed_fraction - fixed_expected) < 0.004
radius1 = rng.gamma(3.0, 1/(2*zeta), samples)
radius2 = rng.gamma(3.0, 1/(2*zeta), samples)
distance = np.linalg.norm(radius1[:, None]*dir1 - radius2[:, None]*dir2,
                          axis=1)
prob_close = quad(intracule_closed, 0, 1.0, args=(zeta,))[0]
sampled_close = np.mean(distance < 1.0)
assert abs(sampled_close - prob_close) < 0.004
sampled_inverse = np.mean(1/distance)
inverse_error = np.std(1/distance) / np.sqrt(samples)
assert abs(sampled_inverse - mean_inverse) < 5*inverse_error

hartree_ev = physical_constants["Hartree energy in eV"][0]
print("Helium, screened hydrogenic product")
print(f"nuclear charge Z = {Z}")
print(f"zeta = Z - 5/16 = {zeta:.4f} bohr^-1")
print(f"zeta from numerical minimisation = {search.x:.4f} bohr^-1")
print(f"kinetic energy = {kinetic:.4f} hartree")
print(f"nuclear attraction = {nuclear:.4f} hartree")
print(f"total energy = {energy:.4f} hartree")
print("Evaluation of P at u = 1 bohr")
print(f"  prefactor zeta^3 u^2/6 = {zeta**3/6:.5f} bohr^-1")
print(f"  polynomial 3+6x+4x^2 = {3+6*zeta+4*zeta**2:.5f}")
print(f"  exponential exp(-2x) = {np.exp(-2*zeta):.6f}")
print("u (bohr), P closed (bohr^-1), P direct convolution (bohr^-1)")
for u in (0.25, 0.5, 1.0, 1.5, 2.0, 3.0):
    print(f"  {u:.2f}  {intracule_closed(u, zeta):.5f}"
          f"  {intracule_direct(u, zeta):.5f}")
print(f"norm of P = {norm:.6f}")
print(f"mean repulsion from P = {mean_inverse:.5f} hartree")
print(f"mean repulsion from shells = {repulsion:.5f} hartree")
print(f"mean repulsion converted = {mean_inverse*hartree_ev:.3f} eV")
print(f"mean repulsion, random sampling = {sampled_inverse:.3f} hartree")
print(f"standard error of that sampling = {inverse_error:.4f} hartree")
print(f"number of sampled pairs = {samples}")
print(f"peak position x = zeta u = {x_peak:.4f}")
print(f"peak position u = {u_peak:.4f} bohr")
print(f"peak height P = {intracule_closed(u_peak, zeta):.4f} bohr^-1")
print(f"mean distance <u> = {mean_u:.4f} bohr")
print(f"mean square distance <u^2> = {mean_u2:.4f} bohr^2")
print(f"one-electron <r^2> = {mean_r2:.4f} bohr^2")
print(f"probability of u < 1 bohr = {prob_close:.4f}")
print(f"same probability, random sampling = {sampled_close:.3f}")
print(f"I(0) = {I_zero:.5f} bohr^-3")
print(f"I(u)/I(0) at u = {u_small} bohr = {ratio_small:.5f}")
print(f"(1 - I/I(0))/x^2 at that u = {curvature:.4f}")
print("PASS")
```

Printed output:

```
Helium, screened hydrogenic product
nuclear charge Z = 2
zeta = Z - 5/16 = 1.6875 bohr^-1
zeta from numerical minimisation = 1.6875 bohr^-1
kinetic energy = 2.8477 hartree
nuclear attraction = -6.7500 hartree
total energy = -2.8477 hartree
Evaluation of P at u = 1 bohr
  prefactor zeta^3 u^2/6 = 0.80090 bohr^-1
  polynomial 3+6x+4x^2 = 24.51562
  exponential exp(-2x) = 0.034218
u (bohr), P closed (bohr^-1), P direct convolution (bohr^-1)
  0.25  0.13441  0.13441
  0.50  0.40409  0.40409
  1.00  0.67186  0.67186
  1.50  0.49979  0.49979
  2.00  0.25812  0.25812
  3.00  0.03924  0.03924
norm of P = 1.000000
mean repulsion from P = 1.05469 hartree
mean repulsion from shells = 1.05469 hartree
mean repulsion converted = 28.700 eV
mean repulsion, random sampling = 1.054 hartree
standard error of that sampling = 0.0014 hartree
number of sampled pairs = 400000
peak position x = zeta u = 1.6685
peak position u = 0.9887 bohr
peak height P = 0.6720 bohr^-1
mean distance <u> = 1.2963 bohr
mean square distance <u^2> = 2.1070 bohr^2
one-electron <r^2> = 1.0535 bohr^2
probability of u < 1 bohr = 0.3711
same probability, random sampling = 0.371
I(0) = 0.19120 bohr^-3
I(u)/I(0) at u = 0.05 bohr = 0.99528
(1 - I/I(0))/x^2 at that u = 0.6623
PASS
```
